# Interface Energy Lowered by Dilute McLean Segregation: Two Derivations: a numerical check

```python
# Result under test: for dilute, independent-site (McLean) segregation,
#   gamma(x) - gamma(0) = N k T ln(1 - theta),  theta/(1-theta) = K x,
# gamma: interface free energy per area, N: interface sites per area,
# theta: fraction of sites occupied, x: dopant fraction in the reservoir,
# K = exp(E/kT), E: segregation free energy (positive means binding).
# Working units: nm and eV. Example parameters are rough typical values for
# a donor in a nickel silicide film on silicon.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp
import mpmath as mp

temperature = 873.0          # K
site_density = 6.8           # interface sites per nm^2
binding = 0.40               # eV
fraction = 1.0e-3            # dopant fraction left in the film
film_sites = 40.0            # substitutional sites per nm^3
film_thickness = 20.0        # nm
anneal_time = 60.0           # s
charge_distance = 0.30       # nm, dopant plane to metal image plane
permittivity = 11.7          # relative, silicon
diff_prefactor = 10.0        # cm^2/s, donor in silicon
diff_barrier = 4.0           # eV, donor in silicon

k_ev = const.k / const.e
kT = k_ev * temperature
K = np.exp(binding / kT)
to_mJ = const.e * 1e18 * 1e3     # eV/nm^2 to mJ/m^2


def mclean(x, energy=binding, thermal=kT):
    ratio = x * np.exp(energy / thermal)
    return ratio / (1 + ratio)


def gamma_change(theta):
    return site_density * kT * np.log(1 - theta)


# --- Explicit counting: few interface sites joined to a large solution ---
n_bulk, n_face = 1.0e8, 12


def log_choose(total, chosen):
    return (gammaln(total + 1) - gammaln(chosen + 1)
            - gammaln(total - chosen + 1))


def count_states(x):
    """Mean occupancy and excess free energy per interface site over kT."""
    solutes = x * (n_bulk + n_face)
    k = np.arange(n_face + 1)
    logs = (log_choose(n_face, k) + log_choose(n_bulk, solutes - k)
            + k * np.log(K))
    log_z = logsumexp(logs)
    occupancy = np.sum(k * np.exp(logs - log_z)) / n_face
    excess = -(log_z - log_choose(n_bulk + n_face, solutes)) / n_face
    return occupancy, excess


# Chemical potentials of dopant and host from adding one atom to the solution
for x in (1e-3, 0.02):
    n = x * n_bulk
    base = log_choose(n_bulk, n)
    mu_dopant = -(log_choose(n_bulk + 1, n + 1) - base)
    mu_host = -(log_choose(n_bulk + 1, n) - base)
    assert abs(mu_dopant - np.log(x)) < 1e-4
    assert abs(mu_host - np.log(1 - x)) < 1e-5

# Gibbs integral with counted occupancies, and free energy by definition
x_start = 1e-5
for x_end in (fraction, 0.02):
    log_x = np.linspace(np.log(x_start), np.log(x_end), 401)
    xs = np.exp(log_x)
    counted = np.array([count_states(x) for x in xs])
    occ, excess = counted[:, 0], counted[:, 1]
    full_isotherm = K * xs / (1 - xs + K * xs)
    assert np.max(np.abs(occ - full_isotherm)) < 1e-4
    # Dilute formulas may differ from the counted system only at order x
    assert np.max(np.abs(occ - mclean(xs))) < 2 * x_end
    dilute_integral = -simpson(occ, x=log_x)
    dilute_formula = np.log((1 - occ[-1]) / (1 - occ[0]))
    assert abs(dilute_integral - dilute_formula) < 2 * x_end
    full_integral = -simpson((occ - xs) / (1 - xs), x=log_x)
    full_formula = np.log((1 - occ) / (1 - xs))
    assert abs(full_integral - (full_formula[-1] - full_formula[0])) < 1e-4
    assert np.max(np.abs(excess - full_formula)) < 1e-4


# --- Minimum of the site grand potential ---
def site_potential(t):
    mixing = t * np.log(t) + (1 - t) * np.log(1 - t)
    return -t * (binding + kT * np.log(fraction)) + kT * mixing


best = minimize_scalar(site_potential, bounds=(1e-6, 1 - 1e-6),
                       method="bounded", options={"xatol": 1e-10})
theta = mclean(fraction)
change = gamma_change(theta)
assert abs(best.x - theta) < 1e-5
assert abs(site_density * best.fun - change) < 1e-8

# --- Repulsion of charged dopants, each with its image in the metal ---
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9
spacing = 1 / np.sqrt(site_density)
image_gap = 2 * charge_distance
reach = 400
i, j = np.meshgrid(np.arange(-reach, reach + 1),
                   np.arange(-reach, reach + 1))
r = spacing * np.sqrt(i**2 + j**2)
r = r[(r > 0) & (r <= reach * spacing)]
pair_sum = np.sum(1 / r - 1 / np.sqrt(r**2 + image_gap**2))
pair_sum += np.pi * site_density * image_gap**2 / (reach * spacing)
beta_half = (mp.zeta(0.5, 0.25) - mp.zeta(0.5, 0.75)) / 2
lattice_constant = float(4 * mp.zeta(0.5) * beta_half)
closed_sum = (2 * np.pi * site_density * image_gap + 1 / image_gap
              + lattice_constant / spacing)
assert abs(pair_sum / closed_sum - 1) < 1e-3
w_unit = coulomb * pair_sum      # eV at full effective charge
sheet_unit = 4 * np.pi * coulomb * site_density * charge_distance
near_unit = coulomb * (1 / spacing - 1 / np.hypot(spacing, image_gap))


def repelled(x, w):
    def balance(t):
        return np.log(t / (1 - t)) + w * t / kT - np.log(K * x)
    return brentq(balance, 1e-14, 1 - 1e-12, xtol=1e-14)


log_x = np.linspace(np.log(1e-7), np.log(fraction), 801)
charged = []
for charge in (0.3, 1.0):
    w = w_unit * charge**2
    ts = np.array([repelled(x, w) for x in np.exp(log_x)])
    integral = -site_density * kT * simpson(ts, x=log_x)
    formula = gamma_change(ts) - site_density * w * ts**2 / 2
    assert abs(integral - (formula[-1] - formula[0])) < 1e-7
    assert ts[-1] < theta and abs(formula[-1]) < abs(change)
    assert formula[-1] < gamma_change(ts[-1])
    charged.append((charge, w, ts[-1], formula[-1],
                    sheet_unit * charge * ts[-1], near_unit * charge**2))

# --- Other neglected effects ---
film_dose = fraction * film_sites * film_thickness
face_dose = site_density * theta
initial_fraction = fraction + face_dose / (film_sites * film_thickness)
silicon_diff = diff_prefactor * np.exp(-diff_barrier / kT)
silicon_length = np.sqrt(silicon_diff * anneal_time) * 1e7
needed_diff = (film_thickness * 1e-7)**2 / anneal_time
theta_full = K * fraction / (1 - fraction + K * fraction)
change_full = site_density * kT * np.log((1 - theta_full) / (1 - fraction))
assert silicon_length < 0.1 * spacing
assert abs(change_full - change) < 2 * site_density * kT * fraction

# --- Printed numbers ---
print(f"Input: anneal temperature {temperature:.0f} K")
print(f"Input: interface sites N {site_density*1e14:.2e} cm^-2")
print(f"Input: segregation free energy E {binding:.2f} eV")
print(f"Input: dopant fraction x in film {fraction:.1e}")
print(f"Input: film site density {film_sites*1e21:.1e} cm^-3")
print(f"Input: film thickness {film_thickness:.0f} nm")
print(f"Input: anneal time {anneal_time:.0f} s")
print(f"Input: dopant to image plane {charge_distance:.2f} nm")
print(f"Input: relative permittivity {permittivity:.1f}")
print(f"Input: silicon diffusion prefactor {diff_prefactor:.0f} cm^2/s")
print(f"Input: silicon diffusion barrier {diff_barrier:.1f} eV")
print(f"Thermal energy kT {kT:.5f} eV")
print(f"Enrichment factor K {K:.1f}")
print(f"Product Kx {K*fraction:.4f}")
print(f"Occupancy theta {theta:.4f}")
print(f"ln(1-theta) {np.log(1-theta):.4f}")
print(f"Segregated sheet density {face_dose*1e14:.3e} cm^-2")
print(f"NkT {site_density*kT*to_mJ:.2f} mJ/m^2")
print(f"Interface energy change {change*to_mJ:.2f} mJ/m^2")
print(f"Same change {change:.4f} eV/nm^2")
print(f"Small-theta estimate {-face_dose*kT*to_mJ:.2f} mJ/m^2")
removal = -face_dose * kT * np.log(fraction)
mixing = site_density * kT * (theta*np.log(theta)
                              + (1-theta)*np.log(1-theta))
print(f"Part from binding {-face_dose*binding*to_mJ:.2f} mJ/m^2")
print(f"Part from leaving solution {removal*to_mJ:.2f} mJ/m^2")
print(f"Part from interface mixing {mixing*to_mJ:.2f} mJ/m^2")
for x in (1e-4, 1e-3, 1e-2):
    t = mclean(x)
    print(f"x {x:.0e}: theta {t:.4f}, change "
          f"{gamma_change(t)*to_mJ:.2f} mJ/m^2")
for energy in (0.35, 0.45):
    t = mclean(fraction, energy)
    print(f"E {energy:.2f} eV: theta {t:.4f}, change "
          f"{gamma_change(t)*to_mJ:.2f} mJ/m^2")
print(f"Change with finite-x formula {change_full*to_mJ:.2f} mJ/m^2")
for charge, w, t, g, step, near in charged:
    print(f"Effective charge {charge:.1f} e: repulsion w {w:.3f} eV")
    print(f"  nearest-pair repulsion {near:.4f} eV")
    print(f"  occupancy at same x {t:.4f}")
    print(f"  interface energy change {g*to_mJ:.2f} mJ/m^2")
    print(f"  potential step of dopant sheet {step:.3f} V")
print(f"Dopant left in film {film_dose*1e14:.2e} cm^-2")
print(f"Total dopant dose {(film_dose+face_dose)*1e14:.2e} cm^-2")
print(f"Film fraction before segregation {initial_fraction:.2e}")
print(f"Theta if depletion is ignored {mclean(initial_fraction):.4f}")
print(f"Diffusion length in silicon {silicon_length:.1e} nm")
print(f"Diffusivity needed in silicide {needed_diff:.1e} cm^2/s")
cold = mclean(fraction, binding, k_ev * 300.0)
print(f"Equilibrium theta at 300 K, not reached {cold:.4f}")
print("success")
```

Running it gives:

```
Input: anneal temperature 873 K
Input: interface sites N 6.80e+14 cm^-2
Input: segregation free energy E 0.40 eV
Input: dopant fraction x in film 1.0e-03
Input: film site density 4.0e+22 cm^-3
Input: film thickness 20 nm
Input: anneal time 60 s
Input: dopant to image plane 0.30 nm
Input: relative permittivity 11.7
Input: silicon diffusion prefactor 10 cm^2/s
Input: silicon diffusion barrier 4.0 eV
Thermal energy kT 0.07523 eV
Enrichment factor K 203.8
Product Kx 0.2038
Occupancy theta 0.1693
ln(1-theta) -0.1855
Segregated sheet density 1.151e+14 cm^-2
NkT 81.96 mJ/m^2
Interface energy change -15.20 mJ/m^2
Same change -0.0949 eV/nm^2
Small-theta estimate -13.88 mJ/m^2
Part from binding -73.77 mJ/m^2
Part from leaving solution 95.85 mJ/m^2
Part from interface mixing -37.27 mJ/m^2
x 1e-04: theta 0.0200, change -1.65 mJ/m^2
x 1e-03: theta 0.1693, change -15.20 mJ/m^2
x 1e-02: theta 0.6708, change -91.07 mJ/m^2
E 0.35 eV: theta 0.0949, change -8.17 mJ/m^2
E 0.45 eV: theta 0.2837, change -27.35 mJ/m^2
Change with finite-x formula -15.13 mJ/m^2
Effective charge 0.3 e: repulsion w 0.190 eV
  nearest-pair repulsion 0.0133 eV
  occupancy at same x 0.1285
  interface energy change -12.97 mJ/m^2
  potential step of dopant sheet 0.122 V
Effective charge 1.0 e: repulsion w 2.108 eV
  nearest-pair repulsion 0.1481 eV
  occupancy at same x 0.0490
  interface energy change -6.88 mJ/m^2
  potential step of dopant sheet 0.155 V
Dopant left in film 8.00e+13 cm^-2
Total dopant dose 1.95e+14 cm^-2
Film fraction before segregation 2.44e-03
Theta if depletion is ignored 0.3320
Diffusion length in silicon 7.0e-04 nm
Diffusivity needed in silicide 6.7e-14 cm^2/s
Equilibrium theta at 300 K, not reached 0.9998
success
```
